# Why a small periodic cell can falsely bind an anion's electron

A calculation on a negative ion in a periodic cell has finished, and its highest occupied eigenvalue is negative. Should the extra electron be accepted as bound, or is the cell holding it? The answer decides whether the computed orbital, charge density and energy describe an isolated anion at all. The sign of the eigenvalue cannot settle the matter, because the periodic images of the ion and the neutralising background have moved the level by an amount that depends on the cell.

## What unstable means here

The argument is for a mean-field theory in which the extra electron also feels the repulsion of its own charge cloud. This happens when the Hartree potential of the whole density is used without exchange. Semilocal Kohn-Sham theory cancels part of the self-repulsion, but keeps it far from the ion, where its exchange-correlation potential falls off too fast to cancel $1/r$. Hartree atomic units are used, with energies in hartree and lengths in bohr.

The solvable model has one extra electron and a neutral core. The core attracts it through a short-range well,

$$V_c(r)=-V_0e^{-r^2/a^2},\qquad a=2.0,\quad V_0=1.4333 .$$

The zero of energy is the neutral core plus an electron at rest at infinity. Let the orbital $\phi$ be normalised and hold a charge $f$ between 0 and 1. Write $t$ for its kinetic energy plus its energy in the well, and $J$ for the repulsion of the normalised cloud with itself:

$$J=\iint\frac{|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The energy and the orbital's eigenvalue are then

$$E(f)=ft+\tfrac12f^2J,\qquad \varepsilon(f)=t+fJ .$$

The factor one half in $E$ counts each pair of charge elements once. The eigenvalue has no such factor, since it contains the full potential of the cloud. The orbital minimises $E$ at fixed $f$, so its own change contributes nothing to $dE/df$ at first order. Differentiating the explicit $f$ gives

$$\frac{dE}{df}=t+fJ=\varepsilon(f).$$

The eigenvalue is thus the energy per unit charge of adding or removing a little charge. A numerical test agrees: the energy difference between $f=0.98$ and $f=1$, divided by 0.02, is 0.0662, and the level at $f=0.99$ is also 0.0662.

Let $\varepsilon_\infty$ and $E_\infty$ be the level and energy of the isolated anion with its whole electron, $f=1$. I call the anion unstable if $\varepsilon_\infty>0$. Moving a small charge $\delta$ to infinity then changes the energy by $-\varepsilon_\infty\delta$, because charge spread thinly far away costs nothing. The energy falls, so the full anion is not the ground state of the theory.

The depth $V_0$ was chosen to give $\varepsilon_\infty=0.0700$, or 1.905 eV above vacuum. Outside the well the electron meets the repulsion $1/r$ of its own cloud. This exceeds $\varepsilon_\infty$ out to the turning radius

$$r_t=1/\varepsilon_\infty=14.3 .$$

The electron sits behind this barrier in a long-lived but not stationary state. To compute that state, a hard wall was placed at 12 bohr, inside the barrier. Moving the wall to 14 bohr lowers the level by 0.0008, and the level goes on sinking slowly, to 0.0684 at 18 bohr and 0.0676 at 22 bohr, before it drops faster as charge collects beyond the barrier (0.059 at 30 bohr). The isolated level is therefore defined only to about 0.002, and 0.0700 lies at the upper end of that range.

As charge leaks away, the repulsion weakens and the level sinks. Leakage stops when $\varepsilon(f)=0$, which happens at $f\approx0.83$. The energy has then fallen from $-0.1580$ to $-0.1641$. Since both are negative, this anion is unstable against losing part of its electron, but not against losing all of it. The case $E_\infty>0$ is taken up below.

## The potential of images and background

Put a unit positive charge at every point of a simple cubic lattice of side $L$, and add a uniform background of density $-1/L^3$. Let $\psi$ be the potential with zero average over the cell. It obeys

$$\nabla^2\psi=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\right].$$

Near the charge at the origin, write $\psi=1/r+w$. The term $1/r$ accounts for that charge, so $\nabla^2w=4\pi/L^3$. One solution is $2\pi r^2/(3L^3)$, because $\nabla^2r^2=6$. Any remainder is harmonic and has cubic symmetry: a constant plus terms starting at fourth order in $r$. By scaling, $\psi$ is $1/L$ times a function of $\mathbf r/L$, so the constant must be a number divided by $L$. Therefore

$$\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\cdots .$$

The number $\alpha$ follows from splitting $1/r$ into $\mathrm{erfc}(\eta r)/r$, summed in real space, and $\mathrm{erf}(\eta r)/r$, summed over reciprocal vectors $\mathbf G$. The second part has Fourier transform $4\pi e^{-G^2/4\eta^2}/G^2$, and omitting $\mathbf G=0$ gives it zero average. The first part has average

$$\frac1{L^3}\int_0^\infty4\pi r\,\mathrm{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2L^3},$$

which must be subtracted. At the origin, removing the charge's own $1/r$ leaves $[\mathrm{erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$. Collecting terms,

$$-\frac{\alpha}{L}=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2L^3}.$$

The sum gives $\alpha=2.8373$, the same for two choices of $\eta$.

The sign can be understood by replacing the cubic cell with a sphere of equal volume and radius $R_s$. The sphere is neutral, so others like it exert no force on its interior. Its potential is

$$\frac1r-\frac{3}{2R_s}+\frac{r^2}{2R_s^3}.$$

The average over the sphere is

$$\frac3{R_s^3}\left(\frac{R_s^2}{2}-\frac{R_s^2}{2}+\frac{R_s^2}{10}\right)=\frac{3}{10R_s}.$$

Subtracting it makes the constant $-(3/2+3/10)/R_s=-9/(5R_s)$. With $R_s=(3/4\pi)^{1/3}L$ this is $-2.90/L$, close to the cubic value. Most of the constant is the potential of the compensating background; the rest is the choice of zero.

## From the potential to the eigenvalue

For an ion of net charge $q$, images and background change the potential at the ion by $-q\alpha/L$. An electron has charge $-1$, so its energy changes by $+q\alpha/L$. For an anion with $q=-1$,

$$\Delta\varepsilon=-\frac{\alpha}{L}.$$

The background is positive, and its attraction outweighs the repulsion of the other extra electrons.

The energy of the ion with its images and background carries a factor one half:

$$\Delta E=-\frac{q^2\alpha}{2L}.$$

The two shifts agree. If $Z$ is the nuclear charge and $N$ the electron number, then $q=Z-N$ and $dq/dN=-1$, so $d(\Delta E)/dN=+q\alpha/L$.

The electron is a cloud, which brings in the quadratic term. Average $w(\mathbf r-\mathbf r')$ over two points drawn from the cloud. For a spherical cloud centred at the origin,

$$\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle-2\langle\mathbf r\rangle^2=2\langle r^2\rangle .$$

The higher harmonic terms average to their value at the origin, which is zero. With negligible overlap between neighbouring clouds,

$$E(L)\simeq E_\infty-\frac{\alpha}{2L}+\frac{2\pi\langle r^2\rangle}{3L^3},$$

$$\varepsilon(L)\simeq\varepsilon_\infty-\frac{\alpha}{L}+\frac{4\pi\langle r^2\rangle}{3L^3}.$$

These two results differ in standing. The energy is stationary in the orbital, so a small distortion of the cloud enters it at second order. The eigenvalue is not stationary. The quadratic potential distorts the cloud by an amount of order $L^{-3}$, and the altered self-repulsion moves the level at that same order. The last formula is therefore a frozen-cloud estimate: its $1/L$ term is complete, its $L^{-3}$ term is not.

The convention also matters at order $L^{-3}$. Here only the Hartree potential of the extra electron has zero average, while the core well keeps its own. If the whole electrostatic potential is given zero average, the neutral core adds another constant proportional to $L^{-3}$.

At $L=24$, with $\langle r^2\rangle=5.644$, the estimate is

$$0.0700-0.1182+0.0017=-0.0465 .$$

A separate three-dimensional energy minimisation in the periodic cell, which does not use the expansion, gives $-0.0472$, or $-1.284$ eV. The difference of 0.0007 is 0.6% of the leading shift. A level that lies 1.9 eV above vacuum in isolation appears 1.3 eV below the zero of the cell.

The cause can be isolated in the same cell. The electron's repulsion with its own cloud was recomputed with a Coulomb interaction cut off at 12 bohr, half the cell side, which removes images and background. The difference from the periodic repulsion is $-0.1162$. Subtracting it from the level leaves $+0.0690$, within 0.001 of the isolated value.

## Why a lower level can mean real confinement

A constant added to the potential everywhere binds nothing. The zero of the cell is an average, not the vacuum, so a negative eigenvalue alone proves little. The level must be compared with the places to which charge could escape.

The point farthest from the ions is the corner of a cell centred on one of them. There the lattice sum gives $\psi=-0.8019/L$. A small charge leaving the anion sees lattice sites that still carry almost a full electron each, so this is also its potential energy at the corner. Relative to the corner, the anion's level has been lowered by

$$\frac{2.8373-0.8019}{L}=\frac{2.0354}{L}.$$

About 28% of the shift $\alpha/L$ is shared by the corner and has no effect on escape. The other 72% is a real change in the energy balance. In isolation, escaping charge gains the full fall of the potential from the ion to infinity. In the cell the fall ends at the corner, and the charge gains less.

To leading order, the level lies below the corner potential when

$$\varepsilon_\infty<\frac{2.0354}{L},\qquad\text{or}\qquad r_t=\frac1{\varepsilon_\infty}>0.491\,L .$$

In the second form, the turning radius is at least about half a cell side. The corners, at $0.866L$ from the nearest ions, may still lie beyond it. At that distance from an isolated ion the electron would be free, but in the cell the potential has not fallen far enough to release it. For the model this holds up to $L=2.0354/0.0700=29.1$.

Escape is somewhat harder still, because charge at the corner needs kinetic energy. Away from the ions $\nabla^2\psi=4\pi/L^3$. Cubic symmetry makes the three second derivatives at the corner equal, so each is $4\pi/(3L^3)$. At distance $s$ from the corner the potential energy is

$$-\frac{0.8019}{L}+\frac{2\pi s^2}{3L^3}+\cdots .$$

This is a harmonic well with $\omega^2=4\pi/(3L^3)$ and zero-point energy $3\omega/2$. The level meets this outside state when

$$\varepsilon_\infty=\frac{2.0354}{L}+\frac32\sqrt{\frac{4\pi}{3}}\,\frac1{L^{3/2}} .$$

The solution is $L=36.4$. It is an estimate, since the ground state in this shallow well has a length $1/\sqrt\omega$ of about 10 bohr, not small compared with the half-side of 18 bohr. Solved in the full lattice potential, the outside state lies about 0.002 below the harmonic value, and the crossing moves to $L\approx35$.

## What happens as the cell grows

The table gives the minimised level, the estimate for a whole localised electron, the Hartree potential near the corner, and the charge within 10 bohr of the core. The core and its well are held fixed; only $L$ changes.

| $L$ | level | estimate | corner | charge |
|---|---|---|---|---|
| 16 | −0.1015 | −0.1016 | −0.0469 | 0.999 |
| 20 | −0.0691 | −0.0689 | −0.0384 | 0.998 |
| 24 | −0.0472 | −0.0465 | −0.0324 | 0.997 |
| 30 | −0.0254 | −0.0237 | −0.0262 | 0.996 |
| 40 | −0.0104 | −0.0006 | −0.0189 | 0.972 |
| 60 | −0.0062 | +0.0228 | −0.0108 | 0.919 |

Up to $L=24$ the level lies below the corner potential, and the electron stays on the core. At $L=16$ the charge count alone is weak evidence of this, because the 10-bohr sphere fills 85% of the cell; the agreement of the level with the whole-electron estimate is better evidence, but only to a few thousandths. The match to 0.0001 is partly accidental: the distortion term left out of the estimate is $+0.0025$ at $L=16$, and it is cancelled by an opposite shift, because the cloud in the cell is not held by the 12-bohr wall used for the isolated level. At $L=30$ it is slightly above that potential, yet 99.6% of the charge is still near the core, as expected if the outside state needs zero-point energy. At $L=40$ leakage is visible. It sets in gradually around the estimated crossing: the level lies 0.003 below the whole-electron estimate at $L=33$ and 0.005 below it at $L=36$, where 98.6% of the charge is near the core.

The leading estimate $\varepsilon_\infty-\alpha/L$ changes sign at $L=\alpha/\varepsilon_\infty=40.5$. It would be natural to expect a positive eigenvalue in larger cells, as a warning of instability. No such warning appears: at $L=60$ the level is still negative, although 8% of the electron has left the core region.

In this one-orbital model the warning cannot appear in any cell. A uniform trial orbital has no kinetic energy and feels the zero average of the Hartree potential plus the negative average of the well, so the lowest level is always negative. Leakage is how the state meets this bound, and it sets the size of the level. In isolation the level falls by $0.0700-0.0662=0.0038$ when 0.01 of the charge is removed, a slope of about 0.38. In the cell, removing charge also weakens the downward shift, which reduces the slope by $\alpha/L=0.047$ at $L=60$. With 0.081 of the charge missing from the core region, the expected fall is about $0.081\times0.336=0.027$. The table shows a fall of 0.029 from the whole-electron estimate. This rough account ignores the potential of the leaked charge, but it explains most of the difference.

The negative eigenvalue therefore has two different origins. In the small cells it belongs to a whole electron confined by the altered electrostatics. In the largest cell it belongs to an electron shared between the core and the space outside.

## When adding the whole electron costs energy

Now suppose that the isolated anion lies above the neutral system in total energy, $E_\infty>0$. A useful reference is one electron spread uniformly through the cell. It cancels the background, so its Hartree energy is zero, and at zero wave vector its kinetic energy is zero too. Only the cell average of the core well remains, of order $L^{-3}$. To leading order, the localised anion lies below this reference if

$$E_\infty-\frac{\alpha}{2L}<0,\qquad\text{or}\qquad L<\frac{\alpha}{2E_\infty}.$$

This compares two particular states; a partly leaked state may lie lower than both.

This condition can hold in a large cell if $E_\infty$ is small, but it does not prevent part of the electron from leaking away. In the one-orbital model, the cells that also prevent leakage are small. At $f=1$, subtracting $E_\infty=t+J/2$ from $\varepsilon_\infty=t+J$ gives

$$\varepsilon_\infty-E_\infty=\frac J2 .$$

A positive $E_\infty$ thus requires $\varepsilon_\infty>J/2$. For the cloud of the example, $J/2=0.0700+0.1580=0.228$. An anion with a cloud of this size and $E_\infty>0$ would have its level below the corner potential only for $L<2.0354/0.228=8.9$. Including the zero-point term moves the estimated onset of leakage to about 12.7. The root-mean-square radius of the cloud is $\sqrt{5.644}=2.4$, so these cells are only about four to five such radii across. Neighbouring clouds then begin to overlap, and the expansion is a rough guide. The case is also partly hypothetical: with $\varepsilon_\infty>0.228$ the turning radius is below $1/0.228=4.4$, less than two root-mean-square radii, so the barrier is thin. If the well of the example is made shallower until the energy reaches zero, the cloud follows the confining wall, with root-mean-square radii of 2.2, 2.9 and 4.1 for walls at 5, 8 and 12 bohr, so this well holds no well-defined state of this kind. A more diffuse cloud does not remove the difficulty: if its shape is kept, $J$ falls in inverse proportion to its size, and the limit set by the corner potential grows only in step with the cloud.

## Deciding whether the electron is bound

For a localised charge of $-1$ in a cubic vacuum cell, the first step is to undo the shift:

$$\varepsilon_\infty\simeq\varepsilon(L)+\frac{\alpha}{L}-\frac{4\pi\langle r^2\rangle}{3L^3}.$$

This formula uses the convention of the model, in which the core potential keeps its own average. Many codes instead give the whole electrostatic potential zero average. That removes the negative average of the core's potential energy and raises the level, so the magnitude of that average must also be subtracted. If the well of the example is treated as electrostatic, the amount is $V_0(\pi a^2)^{3/2}/L^3$, or 0.0156 at $L=16$. This is larger than the $\langle r^2\rangle$ term, 0.0058, and leaving it out can make a weakly bound anion look unbound. Some pseudopotential codes keep the average of the short-range part of the pseudopotential, which adds another constant of order $L^{-3}$, so the zero of potential used by the code must be known before the correction is applied.

In the example, the cells with $L=16$, 20, 24 and 30 give 0.0700, 0.0698, 0.0693 and 0.0683. Each reveals an unstable anion despite its negative eigenvalue. The downward drift comes largely from the omitted distortion term, which is 0.0025, 0.0014, 0.0009 and 0.0005 in these cells; removing it puts all four values near 0.068. The same correction at $L=60$ gives $-0.0062+0.0473-0.0001=0.0410$, which is much too low. The formula assumes a whole electron on the core, and that cell no longer contains one. A larger cell is therefore not automatically a better starting point for this correction; the charge near the ion must be examined as well.

If the electron is still whole and the corrected level is positive by more than the uncertainty of the correction, about 0.003 in the four smaller cells here, the small cell has supplied a confined state that the isolated mean-field anion cannot keep. That state may still be useful as a model of a temporary anion, but its negative eigenvalue is not evidence of binding.

Several conditions limit the numbers. The value of $\alpha$ belongs to a cubic cell, and the shift $\alpha/L$ to an ion in vacuum with a zero-average potential. In a cubic cell a molecule's dipole adds a further term to the energy at order $L^{-3}$; an elongated shape without a dipole does not. The model also lets a single electron repel itself. An exact theory has no such self-repulsion, so neither the barrier $1/r$ nor the loss of a fraction of an electron should be read as the behaviour of a real anion. They describe what a mean-field calculation does, and this is what must be known before its eigenvalue is trusted. The remaining figures are in the numerical output.

## Calculated quantities

```
alpha, simple cubic: 2.837297
alpha from neutral sphere: 2.9016
corner potential times L: -0.801936
corner minus site constant: 2.035362
well range: 2.0 bohr
well depth: 1.43330 hartree
isolated level: 0.07000 hartree
isolated level: 1.905 eV
isolated whole-electron energy: -0.15798 hartree
isolated mean square radius: 5.644 bohr^2
isolated charge within 10 bohr: 0.9997 electron
level change, wall 12 to 14 bohr: -7.58e-04 hartree
energy slope near full charge: 0.06617 hartree
level at charge 0.99: 0.06617 hartree
charge held in isolation: 0.8274 electron
energy at that charge: -0.16413 hartree
Cells: L in bohr; levels and energies in hartree
L | level | expansion | energy | expansion | charge r<10 bohr
16 | -0.10153 | -0.10156 | -0.24418 | -0.24376 | 0.9994
20 | -0.06908 | -0.06891 | -0.22759 | -0.22743 | 0.9982
24 | -0.04720 | -0.04651 | -0.21634 | -0.21623 | 0.9974
30 | -0.02537 | -0.02370 | -0.20494 | -0.20483 | 0.9957
40 | -0.01043 | -0.00056 | -0.19352 | -0.19326 | 0.9716
60 | -0.00619 | 0.02282 | -0.18285 | -0.18156 | 0.9190
L | -alpha/L | L^-3 term | corner potential (hartree)
16 | -0.17733 | 0.00577 | -0.04692
20 | -0.14186 | 0.00296 | -0.03842
24 | -0.11822 | 0.00171 | -0.03242
30 | -0.09458 | 0.00088 | -0.02617
40 | -0.07093 | 0.00037 | -0.01885
60 | -0.04729 | 0.00011 | -0.01075
level at L=24 bohr: -1.284 eV
image+background part, L=24: -0.11621 hartree
same part from expansion: -0.11639 hartree
level without that part: 0.06901 hartree
L where level meets corner floor: 29.08 bohr
L where leakage should begin: 36.35 bohr
L where leading level is zero: 40.53 bohr
level change on finer grid, L=20: 4.37e-08 hartree
```
